# Why a late reference inflates the exponent of bias-temperature drift: test program

```python
"""
Result under test: if the true threshold drift is S(t) = A*t**n, but the first
reading at t0 is taken as zero, the reported drift D(t) = S(t) - S(t0) has
local exponent m = d ln D / d ln t = n / (1 - (t0/t)**n).
For n = 0.15, t0 = 1 ms, t = 1 s, m is about 0.23.
Symbols: t time since stress onset (s), A drift at 1 s (V), V overdrive (V).
Device values are rough typical ones for a p-channel transistor with thin SiO2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

n = 0.15
t0 = 1e-3
t_read = 1.0
A = 0.020
overdrive = 1.3
oxide_voltage = 1.5
oxide_nm = 2.0
temperature = 398.15


def true_drift(t):
    return A * t**n


def reported_drift(t, reference=t0):
    return true_drift(t) - true_drift(reference)


def formula(t, reference=t0, power=n):
    return power / (1 - (reference / t)**power)


def log_slope(function, t, h=1e-3):
    return np.log(function(t*np.exp(h)) / function(t*np.exp(-h))) / (2*h)


# Drift built from first-order traps; traps faster than 1 us are left out.
log_tau = np.linspace(np.log(1e-6), np.log(1e16), 20001)
tau = np.exp(log_tau)
trap_weight = A * n / gamma(1-n) * tau**n


def trap_drift(t):
    return np.trapezoid(trap_weight * -np.expm1(-t/tau), log_tau) \
        if hasattr(np, "trapezoid") else \
        np.trapz(trap_weight * -np.expm1(-t/tau), log_tau)


def trap_reported(t):
    return trap_drift(t) - trap_drift(t0)


times = [1e-2, 1e-1, 1.0, 10.0, 100.0, 1e3, 1e4]
for t in times:
    assert abs(trap_reported(t) / reported_drift(t) - 1) < 1e-5
    assert abs(log_slope(trap_reported, t) - formula(t)) < 1e-5
m = log_slope(trap_reported, t_read)
assert abs(m - 0.23) < 0.005

# Three readings at equal time ratios give the exponent of the growing part.
d1, d2, d3 = [trap_reported(t) for t in (0.1, 1.0, 10.0)]
n_recovered = np.log10((d3-d2) / (d2-d1))
assert abs(n_recovered - n) < 1e-5

# Series, logarithmic limit and lower bounds.
L = np.log(t_read/t0)
series_terms = [1/L, n/2, n**2*L/12]
assert abs(sum(series_terms) - m) < 3e-4
log_drift_exponent = log_slope(lambda t: np.log(t/t0), t_read)
assert abs(log_drift_exponent - 1/L) < 1e-6
assert abs(formula(t_read, power=1e-6) - log_drift_exponent) < 1e-5
assert m > max(n, 1/L)


# Time counted from the reference reading instead of from stress onset.
def restarted_clock(s):
    return reported_drift(s + t0)


def restarted_formula(s):
    return n*s*(s+t0)**(n-1) / ((s+t0)**n - t0**n)


for s in (1e-4, 1e-2, 1.0):
    assert abs(log_slope(restarted_clock, s) - restarted_formula(s)) < 1e-6
assert abs(log_slope(restarted_clock, 1e-6) - 1) < 1e-3
m_restarted = log_slope(restarted_clock, 1.0)

# Stress time or reference delay needed for an apparent exponent of 0.16.
target = 0.16
ratio_needed = (1 - n/target)**(-1/n)
log_time = brentq(lambda x: log_slope(reported_drift, np.exp(x))-target,
                  np.log(1.0), np.log(1e8))
assert abs(np.exp(log_time) / (t0*ratio_needed) - 1) < 1e-3
log_ref = brentq(
    lambda x: log_slope(lambda t: reported_drift(t, np.exp(x)), 1.0)-target,
    np.log(1e-12), np.log(1e-3))
assert abs(np.exp(log_ref)*ratio_needed - 1) < 1e-3

# Fitted line and extrapolation.
fit_times = np.logspace(0, 3, 31)
fit_exponent = np.polyfit(np.log(fit_times),
                          np.log(reported_drift(fit_times)), 1)[0]
assert n < formula(1e3) < fit_exponent < formula(1.0)
late = 1e4
extrapolated = reported_drift(1.0) * late**m
assert extrapolated > true_drift(late) > reported_drift(late)

# Drain-current readings, with optional neglected effects.
gate_reduction = 0.3       # mobility reduction by gate field, 1/V
charge_reduction = 1.0     # mobility loss per volt of drift, 1/V
reference_error = 0.2      # fractional error of reference time
warming = 0.1              # K, between reference and later readings
threshold_slope = 1e-3     # fall of threshold magnitude, V/K


def relative_current(t, theta=0.0, loss=0.0, delta_T=0.0):
    shift = true_drift(t)
    v = overdrive - shift + threshold_slope*delta_T
    mobility = (temperature/(temperature+delta_T))**1.5
    return mobility * v / ((1+theta*v) * (1+loss*shift))


def current_estimate(t, reference=t0, theta=0.0, loss=0.0, delta_T=0.0):
    initial = relative_current(reference, theta, loss)
    later = relative_current(t, theta, loss, delta_T)
    return overdrive * (initial-later) / initial


scale = overdrive / (overdrive-true_drift(t0))
for t in (0.01, 1.0, 100.0):
    assert abs(current_estimate(t)/reported_drift(t)/scale - 1) < 1e-10
m_current = log_slope(current_estimate, 1.0)
assert abs(m_current - formula(1.0)) < 1e-6


def exponent_change(**effect):
    return log_slope(lambda t: current_estimate(t, **effect), 1.0) - m_current


changes = {
    "mobility reduction by gate field": exponent_change(theta=gate_reduction),
    "mobility loss by trapped charge": exponent_change(loss=charge_reduction),
    "reference later by 20 percent": exponent_change(
        reference=t0*(1+reference_error)),
    "warming by 0.1 K": exponent_change(delta_T=warming),
}
total_change = sum(abs(value) for value in changes.values())
assert total_change < 0.02

# Order-of-magnitude direct hole tunnelling and injected charge.
barrier_eV = 4.5
mass_ratio = 0.4
attempt_eV = 0.2
permittivity_ratio = 3.9
width_um, length_um = 10.0, 1.0
mobility_cm2 = 60.0
drain_voltage = 0.05
breakdown_charge = 1.0     # rough charge to breakdown, C/cm2
thickness = oxide_nm*1e-9
capacitance = permittivity_ratio*const.epsilon_0/thickness


def decay_constant(x):
    energy = (barrier_eV-oxide_voltage*x/thickness)*const.e
    return np.sqrt(2*mass_ratio*const.m_e*energy)/const.hbar


action = thickness*quad(lambda y: decay_constant(y*thickness), 0, 1)[0]
transmission = np.exp(-2*action)
attempt_rate = attempt_eV*const.e/const.h
leakage_density = capacitance*overdrive*attempt_rate*transmission
leakage = leakage_density*width_um*length_um*1e-12
drain_current = (mobility_cm2*1e-4*capacitance*width_um/length_um
                 * overdrive*drain_voltage)
leakage_voltage = overdrive*leakage/drain_current
injected = leakage_density*1e-4*t_read
assert leakage_voltage < 0.01*reported_drift(1.0)
assert injected < 0.1*breakdown_charge

print(f"true exponent: {n:.2f}; reference delay: {t0*1e3:.1f} ms")
print(f"reading time: {t_read:.1f} s; temperature: {temperature:.2f} K")
print(f"overdrive: {overdrive:.1f} V; oxide voltage: {oxide_voltage:.1f} V")
print(f"oxide thickness: {oxide_nm:.1f} nm")
print(f"oxide field: {oxide_voltage/thickness/1e8:.2f} MV/cm")
print(f"true drift at 1 s: {true_drift(1.0)*1e3:.2f} mV")
print(f"drift hidden by reference: {true_drift(t0)*1e3:.2f} mV")
print(f"reported drift at 1 s: {reported_drift(1.0)*1e3:.2f} mV")
print(f"hidden fraction at 1 s: {true_drift(t0)/true_drift(1.0):.4f}")
print(f"apparent exponent at 1 s, from traps: {m:.4f}")
print(f"apparent exponent at 1 s, from formula: {formula(1.0):.4f}")
print(f"current-to-drift scale factor: {scale:.5f}")
print(f"ln(t/t0) at 1 s: {L:.4f}")
print("series terms: " + ", ".join(f"{x:.5f}" for x in series_terms))
print(f"sum of three series terms: {sum(series_terms):.4f}")
print(f"exponent for logarithmic drift: {log_drift_exponent:.4f}")
print(f"exponent 1 s after reference, restarted clock: {m_restarted:.4f}")
for t in times:
    print(f"apparent exponent at {t:g} s: {log_slope(trap_reported, t):.4f}")
for reference in (1e-6, 1e-3, 1e-1):
    value = log_slope(lambda t: reported_drift(t, reference), 1.0)
    print(f"exponent at 1 s for reference at {reference:g} s: {value:.4f}")
print(f"exponent recovered from 0.1, 1, 10 s: {n_recovered:.4f}")
print(f"stress time for exponent {target:.2f}: {np.exp(log_time):.3e} s")
print(f"reference delay for {target:.2f} at 1 s: {np.exp(log_ref)*1e9:.2f} ns")
print(f"fitted exponent from 1 to 1000 s: {fit_exponent:.4f}")
print(f"true drift at 10000 s: {true_drift(late)*1e3:.1f} mV")
print(f"extrapolated drift at 10000 s: {extrapolated*1e3:.1f} mV")
print(f"extrapolated/true drift: {extrapolated/true_drift(late):.3f}")
print(f"gate-field mobility coefficient: {gate_reduction:.1f} 1/V")
print(f"trapped-charge mobility coefficient: {charge_reduction:.1f} 1/V")
print(f"threshold temperature slope: {threshold_slope*1e3:.1f} mV/K")
for label, value in changes.items():
    print(f"exponent change, {label}: {value:+.5f}")
print(f"sum of absolute exponent changes: {total_change:.4f}")
print(f"hole barrier: {barrier_eV:.1f} eV; mass ratio: {mass_ratio:.1f}")
print(f"attempt energy: {attempt_eV:.1f} eV; rate: {attempt_rate:.2e} 1/s")
print(f"barrier transmission: {transmission:.1e}")
print(f"leakage density: {leakage_density*1e-4:.1e} A/cm2")
print(f"gate width, length: {width_um:.0f}, {length_um:.0f} um")
print(f"mobility: {mobility_cm2:.0f} cm2/Vs; drain: {drain_voltage:.2f} V")
print(f"drain current: {drain_current*1e6:.1f} uA")
print(f"leakage as voltage error: {leakage_voltage*1e6:.1e} uV")
print(f"charge injected in 1 s: {injected:.1e} C/cm2")
print(f"rough charge to breakdown: {breakdown_charge:.0f} C/cm2")
print("checks complete")
```

Printed output:

```
true exponent: 0.15; reference delay: 1.0 ms
reading time: 1.0 s; temperature: 398.15 K
overdrive: 1.3 V; oxide voltage: 1.5 V
oxide thickness: 2.0 nm
oxide field: 7.50 MV/cm
true drift at 1 s: 20.00 mV
drift hidden by reference: 7.10 mV
reported drift at 1 s: 12.90 mV
hidden fraction at 1 s: 0.3548
apparent exponent at 1 s, from traps: 0.2325
apparent exponent at 1 s, from formula: 0.2325
current-to-drift scale factor: 1.00549
ln(t/t0) at 1 s: 6.9078
series terms: 0.14476, 0.07500, 0.01295
sum of three series terms: 0.2327
exponent for logarithmic drift: 0.1448
exponent 1 s after reference, restarted clock: 0.2322
apparent exponent at 0.01 s: 0.5136
apparent exponent at 0.1 s: 0.3007
apparent exponent at 1 s: 0.2325
apparent exponent at 10 s: 0.2003
apparent exponent at 100 s: 0.1824
apparent exponent at 1000 s: 0.1716
apparent exponent at 10000 s: 0.1647
exponent at 1 s for reference at 1e-06 s: 0.1716
exponent at 1 s for reference at 0.001 s: 0.2325
exponent at 1 s for reference at 0.1 s: 0.5136
exponent recovered from 0.1, 1, 10 s: 0.1500
stress time for exponent 0.16: 1.065e+05 s
reference delay for 0.16 at 1 s: 9.39 ns
fitted exponent from 1 to 1000 s: 0.1926
true drift at 10000 s: 79.6 mV
extrapolated drift at 10000 s: 109.8 mV
extrapolated/true drift: 1.379
gate-field mobility coefficient: 0.3 1/V
trapped-charge mobility coefficient: 1.0 1/V
threshold temperature slope: 1.0 mV/K
exponent change, mobility reduction by gate field: +0.00065
exponent change, mobility loss by trapped charge: -0.00294
exponent change, reference later by 20 percent: +0.00360
exponent change, warming by 0.1 K: -0.00677
sum of absolute exponent changes: 0.0140
hole barrier: 4.5 eV; mass ratio: 0.4
attempt energy: 0.2 eV; rate: 4.84e+13 1/s
barrier transmission: 1.3e-11
leakage density: 1.4e-03 A/cm2
gate width, length: 10, 1 um
mobility: 60 cm2/Vs; drain: 0.05 V
drain current: 67.3 uA
leakage as voltage error: 2.8e+00 uV
charge injected in 1 s: 1.4e-03 C/cm2
rough charge to breakdown: 1 C/cm2
checks complete
```
